**Kinematic factor for elastic backscattering**

The program examines $K=E_1/E_0=[(M_1\cos\theta+S)/(M_1+M_2)]^2$ with $S=\sqrt{M_2^2-M_1^2\sin^2\theta}$. Here $M_1$ and $M_2$ are the probe and target masses, $\theta$ is the laboratory scattering angle, and $E_0$ and $E_1$ are the probe energies before and after the collision. It asserts that the formula agrees with numerical roots of the conservation laws for five target masses, and that the mass and angle derivatives agree with finite differences of those roots. It also integrates twelve two-body trajectories with two repulsive potentials and asserts that they reproduce both $K$ and the target mass recovered from it; the largest deviation in $K$ is $2.5\times10^{-11}$. For a probe of mass 4 on a target of mass 1, it asserts two positive roots at 10 degrees and none at 16 degrees. For 2000 keV helium-4 at 170 degrees, the output gives surface signals at about 1130 keV for silicon-28 and 1618 keV for arsenic-75, with nominal masses. A relativistic solution lowers these energies by 0.13 and 0.08 keV, and the program asserts that each relative shift is below $10^{-3}$.

## Numerical check

```python
"""Elastic scattering of a light probe from a heavier free atom at rest.

Result under test: E1/E0 = K = ((M1 cos(theta) + S)/(M1 + M2))**2,
with S = sqrt(M2**2 - M1**2 sin(theta)**2).
M1, M2: probe and target masses (u); theta: laboratory scattering angle;
E0, E1: probe energy before and after; x = sqrt(K): ratio of probe speeds.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def root_term(m1, m2, theta):
    return np.sqrt(m2**2 - (m1 * np.sin(theta))**2)


def kinematic_factor(m1, m2, theta):
    s = root_term(m1, m2, theta)
    return ((m1 * np.cos(theta) + s) / (m1 + m2))**2


def target_mass(m1, x, theta):
    return m1 * (1 + x**2 - 2 * x * np.cos(theta)) / (1 - x**2)


def slope_mass(m1, m2, theta):
    k = kinematic_factor(m1, m2, theta)
    return np.sqrt(k) * (1 - k) / root_term(m1, m2, theta)


def slope_angle(m1, m2, theta):
    k = kinematic_factor(m1, m2, theta)
    return -2 * m1 * k * np.sin(theta) / root_term(m1, m2, theta)


def energy_residual(x, m1, m2, theta):
    """Twice the energy imbalance for unit initial speed."""
    recoil_px = m1 * (1 - x * np.cos(theta))
    recoil_py = -m1 * x * np.sin(theta)
    return m1 - m1 * x**2 - (recoil_px**2 + recoil_py**2) / m2


def numerical_factor(m1, m2, theta):
    x = brentq(energy_residual, 0.0, 1.0, args=(m1, m2, theta),
               xtol=1e-15, rtol=1e-14)
    return x**2


# Formula against numerical solution of the conservation laws
root_error = 0.0
for m2 in (5.0, 12.0, 28.0, 75.0, 197.0):
    for degrees in range(5, 181, 5):
        angle = np.radians(degrees)
        difference = abs(kinematic_factor(4.0, m2, angle)
                         - numerical_factor(4.0, m2, angle))
        root_error = max(root_error, difference)
    ratio = (m2 - 4.0) / (m2 + 4.0)
    assert abs(numerical_factor(4.0, m2, np.pi / 2) - ratio) < 1e-11
    assert abs(numerical_factor(4.0, m2, np.pi) - ratio**2) < 1e-11
assert root_error < 1e-11

# Sensitivities against finite differences of the numerical solution
for m2 in (12.0, 28.0, 75.0):
    for degrees in (40.0, 90.0, 170.0):
        angle = np.radians(degrees)
        h = 1e-3
        by_mass = (numerical_factor(4.0, m2 + h, angle)
                   - numerical_factor(4.0, m2 - h, angle)) / (2 * h)
        assert abs(by_mass - slope_mass(4.0, m2, angle)) < 1e-8
        h = 1e-4
        by_angle = (numerical_factor(4.0, m2, angle + h)
                    - numerical_factor(4.0, m2, angle - h)) / (2 * h)
        assert abs(by_angle - slope_angle(4.0, m2, angle)) < 1e-7


# A probe heavier than its target: count the positive speed ratios
def count_roots(m1, m2, theta):
    grid = np.linspace(0.0, 1.0, 2002)
    signs = np.sign(energy_residual(grid, m1, m2, theta))
    return int(np.sum(signs[1:] != signs[:-1]))


limit_angle = np.degrees(np.arcsin(1.0 / 4.0))
roots_below = count_roots(4.0, 1.0, np.radians(10.0))
roots_above = count_roots(4.0, 1.0, np.radians(16.0))
assert 10.0 < limit_angle < 16.0
assert roots_below == 2 and roots_above == 0
assert count_roots(4.0, 28.0, np.radians(10.0)) == 1


# Two-body trajectories in the laboratory frame, dimensionless units
def yukawa_force(r):
    return 4.0 * np.exp(-r) * (1 / r**2 + 1 / r)


def gaussian_force(r):
    return 4.0 * r * np.exp(-r**2 / 2)


def collide(m1, m2, impact, force):
    def motion(t, y):
        separation = y[0:2] - y[2:4]
        r = np.hypot(separation[0], separation[1])
        push = force(r) * separation / r
        return np.concatenate((y[4:8], push / m1, -push / m2))

    start = [-25.0, impact, 0.0, 0.0, 1.0, 0.0, 0.0, 0.0]
    end = solve_ivp(motion, (0.0, 60.0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=0.5)
    assert end.success
    vx, vy = end.y[4:6, -1]
    return np.arctan2(abs(vy), vx), np.hypot(vx, vy)


trajectory_error = 0.0
mass_error = 0.0
angles_seen = []
for force in (yukawa_force, gaussian_force):
    for m2 in (28.0, 75.0):
        for impact in (0.03, 0.6, 2.0):
            angle, speed = collide(4.0, m2, impact, force)
            angles_seen.append(np.degrees(angle))
            deviation = abs(speed**2 - kinematic_factor(4.0, m2, angle))
            trajectory_error = max(trajectory_error, deviation)
            found = target_mass(4.0, speed, angle)
            mass_error = max(mass_error, abs(found / m2 - 1))
assert max(angles_seen) > 150 and min(angles_seen) < 90
assert trajectory_error < 1e-7
assert mass_error < 1e-5

# Relativistic conservation of energy and momentum
U_MEV = constants.value("atomic mass constant energy equivalent in MeV")


def relativistic_energy(m1, m2, theta, e0):
    rest1, rest2 = m1 * U_MEV, m2 * U_MEV
    p0 = np.sqrt(e0 * (e0 + 2 * rest1))

    def imbalance(e1):
        p1 = np.sqrt(e1 * (e1 + 2 * rest1))
        p2_squared = p0**2 + p1**2 - 2 * p0 * p1 * np.cos(theta)
        recoil = p2_squared / (np.sqrt(rest2**2 + p2_squared) + rest2)
        return e0 - e1 - recoil

    return brentq(imbalance, 0.0, e0, xtol=1e-14, rtol=1e-14)


# Worked example
M_PROBE, E0, THETA_DEG, RESOLUTION = 4.0, 2.0, 170.0, 15.0
theta = np.radians(THETA_DEG)
print(f"Probe mass: {M_PROBE:.0f} u")
print(f"Incident energy: {E0 * 1000:.0f} keV")
print(f"Laboratory angle: {THETA_DEG:.0f} degrees")
print(f"Chosen detector resolution: {RESOLUTION:.0f} keV")
detected = {}
for name, m2 in (("Si-28", 28.0), ("As-75", 75.0)):
    k = kinematic_factor(M_PROBE, m2, theta)
    e1 = k * E0
    detected[name] = e1
    per_mass = 1000 * E0 * slope_mass(M_PROBE, m2, theta)
    per_degree = 1000 * E0 * slope_angle(M_PROBE, m2, theta) * np.pi / 180
    shift = relativistic_energy(M_PROBE, m2, theta, E0) - e1
    assert abs(shift / e1) < 1e-3
    print(f"{name} nominal mass: {m2:.0f} u")
    print(f"{name} S: {root_term(M_PROBE, m2, theta):.4f} u")
    print(f"{name} speed ratio x: {np.sqrt(k):.5f} (no unit)")
    print(f"{name} K: {k:.5f} (no unit)")
    print(f"{name} detected energy: {1000 * e1:.1f} keV")
    print(f"{name} recoil energy: {1000 * (E0 - e1):.1f} keV")
    print(f"{name} K at 90 degrees: "
          f"{kinematic_factor(M_PROBE, m2, np.pi / 2):.5f} (no unit)")
    print(f"{name} K at 180 degrees: "
          f"{kinematic_factor(M_PROBE, m2, np.pi):.5f} (no unit)")
    print(f"{name} energy change per mass: {per_mass:.3f} keV/u")
    print(f"{name} energy change per angle: {per_degree:.3f} keV/degree")
    print(f"{name} mass resolution: {RESOLUTION / per_mass:.2f} u")
    print(f"{name} relativistic energy shift: {1000 * shift:.4f} keV")
gap = 1000 * (detected["As-75"] - detected["Si-28"])
print(f"As-Si signal separation: {gap:.1f} keV")
chosen_signal = 1.6
x_signal = np.sqrt(chosen_signal / E0)
print(f"Chosen surface signal: {1000 * chosen_signal:.0f} keV")
print(f"Speed ratio of that signal: {x_signal:.5f} (no unit)")
print(f"Target mass from that signal: "
      f"{target_mass(M_PROBE, x_signal, theta):.2f} u")
print(f"Limiting angle, mass 4 on mass 1: {limit_angle:.2f} degrees")
print(f"Positive roots there at 10 degrees: {roots_below} (count)")
print(f"Positive roots there at 16 degrees: {roots_above} (count)")
print(f"Largest K error, conservation roots: {root_error:.1e} (no unit)")
print(f"Trajectories integrated: {len(angles_seen)} (count)")
print(f"Smallest trajectory angle: {min(angles_seen):.1f} degrees")
print(f"Largest trajectory angle: {max(angles_seen):.1f} degrees")
print(f"Largest K error, trajectories: {trajectory_error:.1e} (no unit)")
print(f"Largest relative mass error: {mass_error:.1e} (no unit)")
print("checks complete")
```

It prints:

```
Probe mass: 4 u
Incident energy: 2000 keV
Laboratory angle: 170 degrees
Chosen detector resolution: 15 keV
Si-28 nominal mass: 28 u
Si-28 S: 27.9914 u
Si-28 speed ratio x: 0.75163 (no unit)
Si-28 K: 0.56495 (no unit)
Si-28 detected energy: 1129.9 keV
Si-28 recoil energy: 870.1 keV
Si-28 K at 90 degrees: 0.75000 (no unit)
Si-28 K at 180 degrees: 0.56250 (no unit)
Si-28 energy change per mass: 23.364 keV/u
Si-28 energy change per angle: -0.979 keV/degree
Si-28 mass resolution: 0.64 u
Si-28 relativistic energy shift: -0.1319 keV
As-75 nominal mass: 75 u
As-75 S: 74.9968 u
As-75 speed ratio x: 0.89946 (no unit)
As-75 K: 0.80903 (no unit)
As-75 detected energy: 1618.1 keV
As-75 recoil energy: 381.9 keV
As-75 K at 90 degrees: 0.89873 (no unit)
As-75 K at 180 degrees: 0.80772 (no unit)
As-75 energy change per mass: 4.581 keV/u
As-75 energy change per angle: -0.523 keV/degree
As-75 mass resolution: 3.27 u
As-75 relativistic energy shift: -0.0829 keV
As-Si signal separation: 488.2 keV
Chosen surface signal: 1600 keV
Speed ratio of that signal: 0.89443 (no unit)
Target mass from that signal: 71.23 u
Limiting angle, mass 4 on mass 1: 14.48 degrees
Positive roots there at 10 degrees: 2 (count)
Positive roots there at 16 degrees: 0 (count)
Largest K error, conservation roots: 5.3e-15 (no unit)
Trajectories integrated: 12 (count)
Smallest trajectory angle: 13.4 degrees
Largest trajectory angle: 175.2 degrees
Largest K error, trajectories: 2.5e-11 (no unit)
Largest relative mass error: 9.4e-10 (no unit)
checks complete
```
